# Why Spin Polarization Peaks Beside Cross-Section Minima in Electron–Mercury Scattering: verification in Python

```python
"""
Result under test: in a screened Dirac potential the spin-up and spin-down
cross sections (spin along the scattering normal) are |f + i h|^2 and
|f - i h|^2. Their normalized difference S is large beside deep minima, where
  S = 2 (u x + b v) / (x^2 + u^2 + v^2 + b^2),  x = theta - theta0,
with theta0 the minimum of |f|^2, i h / f' = u + i v, and f / f' = i b there.
f: direct amplitude, h: spin-orbit amplitude, f' = df/dtheta.
P, Q: large and small radial functions; kappa: Dirac quantum number.
Hartree atomic units; energies are kinetic energies.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, cumulative_trapezoid, solve_ivp
from scipy.special import spherical_jn, spherical_yn, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
Z, H_SCREEN, D_SCREEN = 80.0, 6.0, 1.0
R_START, R_MATCH, N_STEPS, LMAX = 1e-6, 16.0, 16000, 60


def screening(r):
    return 1.0 / (1.0 + H_SCREEN * np.expm1(r / D_SCREEN))


def potential_slope(r):
    s = screening(r)
    return (Z * s / r**2
            + Z * s**2 * H_SCREEN * np.exp(r / D_SCREEN) / (D_SCREEN * r))


def match(P, Q, kappa, energy, c, r):
    """Phase shift (modulo pi) and signed asymptotic amplitude of P."""
    k = np.sqrt(2 * energy + energy**2 / c**2)
    l = np.where(kappa < 0, -kappa - 1, kappa)
    l_small = np.where(kappa < 0, l + 1, l - 1)
    sign = np.where(kappa < 0, -1.0, 1.0)
    z = k * r
    p = P / z
    q = Q * sign * (2 * c + energy / c) / (k * z)
    j, y = spherical_jn(l, z), spherical_yn(l, z)
    js, ys = spherical_jn(l_small, z), spherical_yn(l_small, z)
    delta = np.arctan((p * js - q * j) / (p * ys - q * y))
    amplitude = (p * ys - q * y) / ((j * ys - js * y) * np.cos(delta))
    return delta, amplitude


def solve_phases(energies, speeds, lmax):
    """Runge-Kutta on a logarithmic grid, all energies and kappas together."""
    energy = np.asarray(energies, float)[:, None]
    c = np.asarray(speeds, float)[:, None]
    kappa = np.concatenate([-np.arange(1, lmax + 2), np.arange(1, lmax + 1)])
    log_r = np.linspace(np.log(R_START), np.log(R_MATCH), 2 * N_STEPS + 1)
    r = np.exp(log_r)
    step = log_r[2] - log_r[0]
    r3 = r[:, None, None]
    rV = -Z * screening(r3)
    up = r3 * (2 * c + energy / c) - rV / c
    down = (r3 * energy - rV) / c
    kap = kappa.astype(float)[None, :]
    gamma = np.sqrt(kap**2 - (Z / c)**2)
    P = np.ones_like(gamma)
    Q = np.where(kap < 0, -(Z / c) / (gamma - kap), (gamma + kap) * c / Z)
    p_wave = [1, lmax + 1]
    history = np.empty((N_STEPS + 1, len(energy), 2))
    history[0] = P[:, p_wave]
    for i in range(N_STEPS):
        a0, a1, a2 = up[2 * i], up[2 * i + 1], up[2 * i + 2]
        b0, b1, b2 = down[2 * i], down[2 * i + 1], down[2 * i + 2]
        p1 = a0 * Q - kap * P
        q1 = kap * Q - b0 * P
        Pt, Qt = P + 0.5 * step * p1, Q + 0.5 * step * q1
        p2 = a1 * Qt - kap * Pt
        q2 = kap * Qt - b1 * Pt
        Pt, Qt = P + 0.5 * step * p2, Q + 0.5 * step * q2
        p3 = a1 * Qt - kap * Pt
        q3 = kap * Qt - b1 * Pt
        Pt, Qt = P + step * p3, Q + step * q3
        p4 = a2 * Qt - kap * Pt
        q4 = kap * Qt - b2 * Pt
        P = P + step / 6 * (p1 + 2 * (p2 + p3) + p4)
        Q = Q + step / 6 * (q1 + 2 * (q2 + q3) + q4)
        if i % 200 == 0:   # only high partial waves ever grow this large
            scale = np.where(np.maximum(abs(P), abs(Q)) > 1e100, 1e-100, 1.0)
            P, Q = P * scale, Q * scale
        history[i + 1] = P[:, p_wave]
    delta, amplitude = match(P, Q, kappa[None, :], energy, c, R_MATCH)
    return delta, history / amplitude[:, p_wave][None], r[::2]


def partial_amplitudes(delta_row, k):
    a = (np.exp(2j * delta_row) - 1) / (2j * k)
    return a[:LMAX + 1], np.concatenate([[0.0], a[LMAX + 1:]])


def angular(theta, lmax=LMAX):
    """Legendre P_l(cos theta) and sin(theta) P_l'(cos theta)."""
    x = np.cos(theta)
    leg = np.polynomial.legendre.legvander(x, lmax).T
    der = np.zeros_like(leg)
    der[1] = 1.0
    for l in range(1, lmax):
        der[l + 1] = der[l - 1] + (2 * l + 1) * leg[l]
    return leg, np.sin(theta) * der


def amplitudes(a_plus, a_minus, leg, der):
    l = np.arange(len(a_plus))
    cf = (l + 1) * a_plus + l * a_minus
    return cf @ leg, (a_plus - a_minus) @ der, -(cf @ der)


def minima(y):
    return np.where((y[1:-1] < y[:-2]) & (y[1:-1] <= y[2:]))[0] + 1


def nearest(indices, target):
    return indices[np.argmin(abs(indices - target))]


# Scan the energy and locate the strongest polarization at each energy
energies = np.arange(4.0, 12.01, 0.5)
delta, waves, r = solve_phases(energies, np.full(len(energies), C_LIGHT), LMAX)
momenta = np.sqrt(2 * energies + energies**2 / C_LIGHT**2)
deg = np.linspace(1, 179, 8901)
leg, der = angular(np.radians(deg))
inside = (deg >= 30) & (deg <= 150)
scan = []
for row in range(len(energies)):
    ap, am = partial_amplitudes(delta[row], momenta[row])
    f, h, _ = amplitudes(ap, am, leg, der)
    total = abs(f)**2 + abs(h)**2
    S = 2 * np.imag(f * np.conj(h)) / total
    peak = np.argmax(np.where(inside, abs(S), 0))
    low = nearest(minima(total), peak)
    scan.append((S[peak], deg[peak], deg[low]))
scan = np.array(scan)
distance = abs(scan[:, 1] - scan[:, 2])
assert np.median(distance) < 8.0
best = int(np.argmax(abs(scan[:, 0])))
E, k = energies[best], momenta[best]
a_plus, a_minus = partial_amplitudes(delta[best], k)
f, h, slope = amplitudes(a_plus, a_minus, leg, der)
sig_up, sig_down = abs(f + 1j * h)**2, abs(f - 1j * h)**2
mean = 0.5 * (sig_up + sig_down)
S = (sig_up - sig_down) / (sig_up + sig_down)

# Second integrator and another matching radius for the p1/2 phase
def dirac_rhs(radius, y):
    V = -Z * screening(radius) / radius
    return [-y[0] / radius + (2 * C_LIGHT + (E - V) / C_LIGHT) * y[1],
            y[1] / radius - (E - V) / C_LIGHT * y[0]]


g = np.sqrt(1 - (Z / C_LIGHT)**2)
sol = solve_ivp(dirac_rhs, (1e-5, 14.0), [1.0, (g + 1) * C_LIGHT / Z],
                method="DOP853", rtol=1e-10, atol=1e-12)
check, _ = match(sol.y[0, -1], sol.y[1, -1], np.array(1), E, C_LIGHT, 14.0)
phase_error = abs(np.exp(2j * check) - np.exp(2j * delta[best, LMAX + 1]))
assert phase_error < 1e-4

# Phase splitting from matching and from the spin-orbit integral
d_plus, d_minus = delta[best, 1], delta[best, LMAX + 1]
mass_factor = 2 * C_LIGHT + (E + Z * screening(r) / r) / C_LIGHT
integrand = (potential_slope(r) / (r * mass_factor**2)
             * waves[:, best, 0] * waves[:, best, 1] * r)
prefactor = -3 * (2 * C_LIGHT + E / C_LIGHT) / (k * C_LIGHT)
split_integral = prefactor * simpson(integrand, x=np.log(r))
split_matching = np.sin(d_plus - d_minus)
assert abs(split_integral - split_matching) < 1e-4
running = cumulative_trapezoid(integrand, np.log(r), initial=0)
r_half = r[np.argmax(running / running[-1] >= 0.5)]
assert r_half < 0.1

# The splitting must fall as the inverse square of a large light speed
slow, _, _ = solve_phases([E, E], [10 * C_LIGHT, 20 * C_LIGHT], 1)
split_c = np.sin(slow[:, 1] - slow[:, 2])
ratio_c = split_c[0] / split_c[1]
assert abs(ratio_c - 4) < 0.1

# Spin amplitudes from coupled spherical spinors, scattering in the xz plane
test_l, test_angle = 6, np.radians(70.0)
half = Rational(1, 2)
matrix = np.zeros((2, 2), complex)
for l in range(test_l + 1):
    y0 = np.sqrt((2*l + 1) / (4*np.pi)) * lpmv(0, l, np.cos(test_angle))
    y1 = 0.0
    if l:
        y1 = (np.sqrt((2*l + 1) / (4*np.pi*l*(l + 1)))
              * lpmv(1, l, np.cos(test_angle)))
    harmonics = {0: y0, 1: y1, -1: -y1}
    for j, a in ((l + half, a_plus[l]), (l - half, a_minus[l])):
        if j < 0:
            continue
        for col, m in enumerate((half, -half)):
            for line, m_out in enumerate((half, -half)):
                ml = int(m - m_out)
                if abs(ml) > l:
                    continue
                cg = float(clebsch_gordan(l, half, j, 0, m, m)
                           * clebsch_gordan(l, half, j, ml, m_out, m))
                matrix[line, col] += (np.sqrt(4*np.pi*(2*l + 1)) * a * cg
                                      * harmonics[ml])
up_y = np.array([1, 1j]) / np.sqrt(2)
down_y = np.array([1, -1j]) / np.sqrt(2)
lt, dt = angular(np.array([test_angle]), test_l)
ft, ht, _ = amplitudes(a_plus[:test_l + 1], a_minus[:test_l + 1], lt, dt)
assert abs(up_y.conj() @ matrix @ up_y - (ft[0] + 1j * ht[0])) < 1e-10
assert abs(down_y.conj() @ matrix @ down_y - (ft[0] - 1j * ht[0])) < 1e-10
assert abs(down_y.conj() @ matrix @ up_y) < 1e-10

# Optical theorem: angular quadrature against the forward amplitude
nodes, weights = np.polynomial.legendre.leggauss(160)
lq, dq = angular(np.arccos(nodes))
fq, hq, _ = amplitudes(a_plus, a_minus, lq, dq)
sigma_quad = 2 * np.pi * np.sum(weights * (abs(fq)**2 + abs(hq)**2))
l0, d0 = angular(np.array([0.0]))
forward = amplitudes(a_plus, a_minus, l0, d0)[0][0]
sigma_optical = 4 * np.pi * forward.imag / k
assert abs(sigma_quad / sigma_optical - 1) < 1e-9

# Local expansion at the minimum of |f|^2 against the full partial-wave sums
peak = np.argmax(np.where(inside, abs(S), 0))
i0 = nearest(minima(abs(f)**2), peak)
i_mean = nearest(minima(mean), peak)
i_up = nearest(minima(sig_up), i0)
i_down = nearest(minima(sig_down), i0)
shift = 1j * h[i0] / slope[i0]
u, v, b = shift.real, shift.imag, (f[i0] / slope[i0]).imag
w = np.sqrt(u*u + v*v + b*b)
root = np.sqrt((b*v)**2 + (u*w)**2)
x_ext = np.array([(-b*v + root) / u, (-b*v - root) / u])
x_main = x_ext[np.argmin(abs(x_ext))]
S_pred, angle_pred = u / x_main, deg[i0] + np.degrees(x_main)
# neglected terms are of relative order w times the highest active l
angle_tolerance = 0.5 * np.degrees(w)
assert abs(deg[i_up] - (deg[i0] - np.degrees(u))) < angle_tolerance
assert abs(deg[i_down] - (deg[i0] + np.degrees(u))) < angle_tolerance
assert abs(angle_pred - deg[peak]) < angle_tolerance
assert abs(S_pred - S[peak]) < 0.15

# The peak comes from a small sum, not from a large spin difference
difference = abs(sig_up - sig_down)
difference_ratio = difference[peak] / difference[inside].max()
assert difference_ratio < 0.5
tops = minima(-mean)
tops_inside = tops[inside[tops]]
S_at_tops = np.max(abs(S[tops_inside]), initial=0.0)
assert S_at_tops < 0.5 * abs(S[peak])
left = max([t for t in tops if t < i_mean], default=np.argmax(inside))
right = min([t for t in tops if t > i_mean], default=np.where(inside)[0][-1])
part = slice(left, right + 1)
i_max = left + np.argmax(S[part])
i_min = left + np.argmin(S[part])

print(f"Z = {Z:.0f}, H = {H_SCREEN:.0f}, d = {D_SCREEN:.0f} bohr")
print(f"speed of light = {C_LIGHT:.4f} a.u.; highest l = {LMAX}")
print("scan: E (hartree), strongest S, its angle, nearest minimum (deg)")
for row in range(0, len(energies), 2):
    print(f"  {energies[row]:5.1f} {scan[row,0]:8.3f}"
          f" {scan[row,1]:8.2f} {scan[row,2]:8.2f}")
print(f"median peak-minimum distance, all energies = {np.median(distance):.2f} deg")
print(f"largest such distance = {distance.max():.2f} deg")
print(f"example energy = {E:.1f} hartree = {E*HARTREE_EV:.1f} eV")
print(f"wave number k = {k:.4f} 1/bohr")
print(f"p3/2 phase (mod pi) = {d_plus:.5f} rad")
print(f"p1/2 phase (mod pi) = {d_minus:.5f} rad")
print(f"sin(phase difference), matching = {split_matching:.6f}")
print(f"sin(phase difference), integral = {split_integral:.6f}")
print(f"half of integral reached at r = {r_half:.4f} bohr")
print(f"splitting ratio, c x10 over c x20 = {ratio_c:.4f}")
print(f"total cross section, quadrature = {sigma_quad:.5f} bohr^2")
print(f"total cross section, optical = {sigma_optical:.5f} bohr^2")
print(f"minimum of |f|^2 at {deg[i0]:.2f} deg")
print(f"|f| there = {abs(f[i0]):.5f} bohr")
print(f"|h| there = {abs(h[i0]):.5f} bohr")
print(f"|df/dtheta| there = {abs(slope[i0]):.5f} bohr/rad")
print(f"u = {np.degrees(u):.3f} deg, v = {np.degrees(v):.3f} deg")
print(f"b = {np.degrees(b):.3f} deg, w = {np.degrees(w):.3f} deg")
print(f"spin-up minimum: full {deg[i_up]:.2f},"
      f" local {deg[i0]-np.degrees(u):.2f} deg")
print(f"spin-down minimum: full {deg[i_down]:.2f},"
      f" local {deg[i0]+np.degrees(u):.2f} deg")
print(f"spin-up minimum value = {sig_up[i_up]:.6f} bohr^2/sr")
print(f"spin-down minimum value = {sig_down[i_down]:.6f} bohr^2/sr")
print(f"mean minimum at {deg[i_mean]:.2f} deg, S there = {S[i_mean]:.4f}")
print(f"local S at minimum of |f|^2 = {2*b*v/w**2:.4f}")
print(f"main peak, full: S = {S[peak]:.4f} at {deg[peak]:.2f} deg")
print(f"main peak, local: S = {S_pred:.4f} at {angle_pred:.2f} deg")
print(f"highest S between maxima = {S[i_max]:.4f} at {deg[i_max]:.2f} deg")
print(f"lowest S between maxima = {S[i_min]:.4f} at {deg[i_min]:.2f} deg")
print(f"spin difference at peak / its largest = {difference_ratio:.5f}")
print(f"largest |S| at cross-section maxima = {S_at_tops:.4f}")
print("angle (deg), spin-up, spin-down (bohr^2/sr), S")
for offset in (-10, -5, -2, 0, 2, 5, 10):
    i = int(np.clip(i_mean + 50 * offset, 0, len(deg) - 1))
    print(f"  {deg[i]:7.2f} {sig_up[i]:10.6f} {sig_down[i]:10.6f} {S[i]:8.4f}")
print("all tests passed")
```

Running it gives:

```
Z = 80, H = 6, d = 1 bohr
speed of light = 137.0360 a.u.; highest l = 60
scan: E (hartree), strongest S, its angle, nearest minimum (deg)
    4.0    0.395   114.72   116.52
    5.0    0.344   108.38   112.80
    6.0   -0.341   114.28   111.84
    7.0    0.627    85.22    85.76
    8.0    0.999    82.30    82.88
    9.0   -0.964    81.26    80.48
   10.0   -0.921    79.30    78.40
   11.0    0.961   119.14   118.58
   12.0   -0.984   117.06   117.38
median peak-minimum distance, all energies = 0.78 deg
largest such distance = 4.42 deg
example energy = 8.0 hartree = 217.7 eV
wave number k = 4.0004 1/bohr
p3/2 phase (mod pi) = -1.43987 rad
p1/2 phase (mod pi) = -1.13216 rad
sin(phase difference), matching = -0.302882
sin(phase difference), integral = -0.302882
half of integral reached at r = 0.0156 bohr
splitting ratio, c x10 over c x20 = 4.0046
total cross section, quadrature = 30.46460 bohr^2
total cross section, optical = 30.46460 bohr^2
minimum of |f|^2 at 82.86 deg
|f| there = 0.05997 bohr
|h| there = 0.07664 bohr
|df/dtheta| there = 4.48630 bohr/rad
u = -0.569 deg, v = -0.796 deg
b = -0.766 deg, w = 1.243 deg
spin-up minimum: full 83.52, local 83.43 deg
spin-down minimum: full 82.30, local 82.29 deg
spin-up minimum value = 0.014674 bohr^2/sr
spin-down minimum value = 0.000012 bohr^2/sr
mean minimum at 82.88 deg, S there = 0.7803
local S at minimum of |f|^2 = 0.7897
main peak, full: S = 0.9989 at 82.30 deg
main peak, local: S = 0.9995 at 82.29 deg
highest S between maxima = 0.9989 at 82.30 deg
lowest S between maxima = -0.2628 at 85.86 deg
spin difference at peak / its largest = 0.04566
largest |S| at cross-section maxima = 0.1729
angle (deg), spin-up, spin-down (bohr^2/sr), S
    72.88   0.758939   0.669008   0.0630
    77.88   0.215326   0.142187   0.2046
    80.88   0.055399   0.013829   0.6005
    82.88   0.016860   0.002080   0.7803
    84.88   0.024133   0.038719  -0.2321
    87.88   0.096816   0.156543  -0.2357
    92.88   0.279435   0.404811  -0.1832
all tests passed
```
